Inversion symmetry of hydrogenic momentum wave functions: nodes and moments, part 1

(Sections cited here and not found follow in the second part.)

A photon of high energy that scatters inelastically from an atom leaves with an energy loss that is Doppler-broadened by the momentum the electron had before the collision. When the momentum transfer is large compared with the atomic momenta, the line shape is the Compton profile J(q), the probability density of one Cartesian component q of the electron momentum. For randomly oriented atoms the momentum density is spherically averaged; the profile then peaks at q = 0, and J(0) is proportional to ⟨1/p⟩, which weights slow electrons, classically those far from the nucleus. The leading relativistic correction to the kinetic energy is proportional to ⟨p⁴⟩ and is fed by fast electrons close to the nucleus. In a general atom these two ends of the momentum distribution are separate pieces of information. For the 1s state of a one-electron ion a direct calculation gives ⟨p⁴⟩ = 5Z⁴ and ⟨p⁻²⟩ = 5/Z², with the same 5. These notes ask whether the coincidence is a property of the Coulomb problem, for which states it holds, and what it implies for the zeros of the momentum wave function.

Atomic units are used in the algebra (ħ = m = e²/4πε0 = 1). The Hamiltonian is H = p²/2 − Z/r: no relativity, no spin, a fixed point nucleus. A bound energy is written E = −p0²/2 with p0 > 0. The numerical check, supply every decimal number.

## 1. The 1s state

The momentum wave function is defined by

φ(𝐩) = (2π)^(−3/2) ∫ e^(−i𝐩·𝐫) ψ(𝐫) d³r.

For ψ = R(r) Y_lm(r̂) the plane wave is expanded in Legendre polynomials of the angle γ between 𝐩 and 𝐫. The spherical Bessel function has the representation j_l(y) = (i^l/2) ∫ e^(−iyt) P_l(t) dt over −1 < t < 1, so e^(−ipr cos γ) = Σ (2l+1)(−i)^l j_l(pr) P_l(cos γ). The addition theorem gives ∫ P_l(cos γ) Y_lm(r̂) dΩ_r = 4π Y_lm(p̂)/(2l+1), and 4π/(2π)^(3/2) = √(2/π). Therefore

φ(𝐩) = (−i)^l F(p) Y_lm(p̂),  F(p) = √(2/π) ∫ R(r) j_l(pr) r² dr.  (1)

F is real when R is real, Parseval's theorem gives ∫F²p²dp = 1, and the moments are ⟨p^k⟩ = ∫F² p^(k+2) dp.

For l = 0 all transforms follow from one integral. With j_0(pr) = sin(pr)/(pr),

I0 = ∫ r e^(−ar) j_0(pr) dr = (1/p) Im[1/(a − ip)] = 1/(a² + p²),

and each application of −d/da inserts one more power of r:

I1 = ∫ r² e^(−ar) j_0 dr = 2a/(a² + p²)²,

I2 = ∫ r³ e^(−ar) j_0 dr = −2/(a² + p²)² + 8a²/(a² + p²)³ = (6a² − 2p²)/(a² + p²)³.

The 1s state has R = 2Z^(3/2) e^(−Zr) and p0 = Z, so F is √(2/π)·2Z^(3/2)·I1:

F_1s(p) = √(32/π) p0^(5/2)/(p² + p0²)².  (2)

For the moments, the substitution u = p²/a² followed by v = 1/(1+u) turns the required integral into Euler's Beta integral,

∫ p^(s−1) (p² + a²)^(−L) dp = ½ a^(s−2L) Γ(s/2) Γ(L − s/2)/Γ(L),  0 < s < 2L.

With s = k+3, L = 4 and Γ(4) = 6, the scaled moment M(k) = ⟨(p/p0)^k⟩ is

M_1s(k) = (32/π)(1/12) Γ((3+k)/2) Γ((5−k)/2) = (8/3π) Γ((3+k)/2) Γ((5−k)/2),  −3 < k < 5.  (3)

Check at k = 0: Γ(3/2)Γ(5/2) = (√π/2)(3√π/4) = 3π/8, so M = 1, as normalisation demands. At k = 4, Γ(7/2)Γ(1/2) = 15π/8 gives M = 5.

The replacement k → 2−k sends (3+k)/2 to (5−k)/2 and the reverse. The two Gamma functions change places, and M_1s(k) = M_1s(2−k) for every real k in the window. The pair (4, −2) is one case; (3, −1) with M = 16/3π and (2, 0) with M = 1 are others. A symmetry in k for all real k must come from a symmetry of F itself, and it is visible in (2). With p̄ = p0²/p,

p̄² + p0² = p0² (p0² + p²)/p²,  (4)

so that F_1s(p̄) = (p/p0)⁴ F_1s(p).

## 2. The 2s state and a first node

With a = Z/2 = p0 the normalised radial function is R = 2a^(3/2)(1 − ar)e^(−ar). Then

I1 − a I2 = [2a(a² + p²) − a(6a² − 2p²)]/(a² + p²)³ = 4a(p² − a²)/(a² + p²)³,

F_2s(p) = 8√(2/π) p0^(5/2) (p² − p0²)/(p² + p0²)³.  (5)

Under the inversion the numerator becomes p̄² − p0² = −p0²(p² − p0²)/p², and by (4) the denominator gains (p0²/p²)³. The net factor is −(p0²/p²)^(−2), so F_2s(p̄) = −(p/p0)⁴ F_2s(p). Three facts are to be carried forward. The power 4 is the same as for 1s. The radius of the inversion is the p0 of the state, Z/2 and no longer Z. The sign is negative, which at the fixed point p = p0 forces F = −F: the single node sits at p0 and has no partner but itself. The statement that nodes occur in reciprocal pairs therefore needs a qualification from the start.

## 3. The Schrödinger equation in momentum space

The Fourier integral of a screened potential is

∫ e^(−i𝐪·𝐫) (e^(−μr)/r) d³r = (4π/q) ∫ e^(−μr) sin(qr) dr = 4π/(q² + μ²),

and μ → 0 gives the Coulomb case. A product in position space becomes a convolution with weight (2π)^(−3), so (p²/2 − E)ψ = (Z/r)ψ turns into (p² + p0²)φ/2 = Z·4π/(2π)³ ∫ φ(𝐩′)|𝐩−𝐩′|⁻² d³p′. Since 2·4π/8π³ = 1/π²,

D(p) φ(𝐩) = (Z/π²) K[φ](𝐩),  D = p² + p0²,  K[φ](𝐩) = ∫ φ(𝐩′) |𝐩−𝐩′|⁻² d³p′.  (6)

Check on 1s at p = 0. Take φ = (p² + Z²)⁻². The left side is Z⁻². On the right K = 4π∫dp′(p′² + Z²)⁻² = 4π·π/(4Z³) by the Beta integral with s = 1, L = 2, and multiplication by Z/π² gives Z⁻².

For given l the angular integral can be done. Write |𝐩−𝐩′|² = 2pp′(z − t) with z = (p² + p′²)/2pp′ and t the cosine of the angle, and define Q_l(z) = ½∫P_l(t)(z−t)⁻¹dt, so that 1/(z−t) = Σ(2l+1)Q_l(z)P_l(t). The addition theorem then gives

D F(p) = (2Z/πp) ∫ p′ Q_l(z) F(p′) dp′,

with Q_0 = ½ ln[(z+1)/(z−1)] and Q_1 = zQ_0 − 1 from the definition. The program asserts this equation for 4s and 4p at p = 1.37 p0, with F obtained from position space by the method of entry 1.

## 4. The inversion is a symmetry of the equation

Take first an inversion of arbitrary radius b, which keeps the direction and inverts the length: 𝐩̄ = b²𝐩/p². Two geometric facts are needed. For the distance,

|𝐩̄ − 𝐩̄′|² = b⁴ [1/p² + 1/p′² − 2𝐩·𝐩′/(p²p′²)] = b⁴ |𝐩 − 𝐩′|²/(p²p′²).  (7)

For the volume element the solid angle is unchanged, p̄² = b⁴/p² and |dp̄| = b²dp/p², so

d³p̄ = (b⁶/p⁴) dp dΩ = (b/p)⁶ d³p.  (8)

Evaluate K at the inverted point and name the integration variable 𝐩̄′:

K[φ](𝐩̄) = ∫ φ(𝐩̄′) (b/p′)⁶ p²p′²/(b⁴|𝐩−𝐩′|²) d³p′ = (p/b)² ∫ (b/p′)⁴ φ(𝐩̄′) |𝐩−𝐩′|⁻² d³p′.

The power 4 of entries 1 and 2 appears here as 6 from the volume minus 2 from the kernel. With the definition

φ̃(𝐩) = (b/p)⁴ φ(𝐩̄)  (9)

the result is K[φ](𝐩̄) = (p/b)² K[φ̃](𝐩), for any function φ for which the integrals converge and any b. The Coulomb kernel has no scale and accepts every radius. The radius is selected by the left side of (6): D(p̄) = (b⁴ + p0²p²)/p² = p0²(p² + b⁴/p0²)/p², which is proportional to D(p)/p² only if b = p0. For b = p0, from here on understood,

D(p̄) φ(𝐩̄) = (p0²D/p²)(p/p0)⁴ φ̃(𝐩) = (p/p0)² D φ̃(𝐩).

Equation (6) at the point 𝐩̄ thus reads (p/p0)²Dφ̃ = (Z/π²)(p/p0)²K[φ̃], and φ̃ solves (6) with the same Z and the same energy.

It is also normalisable. With 𝐪 = 𝐩̄ one has p0/p = q/p0 and d³p = (p0/q)⁶d³q, so

∫|φ̃|² d³p = ∫ (q/p0)⁸ (p0/q)⁶ |φ(𝐪)|² d³q = ⟨p²⟩/p0²,  (10)

finite for a bound state. The map φ → φ̃ squares to the identity, because applying (9) twice gives the factor (p0/p)⁴(p0/p̄)⁴ = 1. It leaves directions alone, so it keeps l and m. At given energy and l the radial equation has a single solution regular at the origin, so an eigenstate of definite l, m is unique up to a factor. Hence φ̃ = cφ with c² = 1:

F(p0²/p) = ± (p/p0)⁴ F(p).  (11)

Check on a known limit. With φ̃ = ±φ the left side of (10) is 1, so ⟨p²⟩ = p0², that is ⟨T⟩ = −E. The virial theorem of the Coulomb potential thus follows from the inversion symmetry and the normalisation.

The program asserts (7) at random points and (8) by a finite-difference Jacobian. It tests the covariance of K on a function that is no eigenstate, g(q) = (1+q)/(q²+2)³, with b = 0.7 and p = 1.3 in atomic units. The ratio K[g](p̄)/{(p/b)²K[g̃](p)} comes out as 1.0000000000.

A screened kernel breaks the step. By (7),

|𝐩̄−𝐩̄′|² + μ² = (b⁴/p²p′²) [ |𝐩−𝐩′|² + μ² p²p′²/b⁴ ],

so the constant μ² is replaced by a term that depends on p and p′. With μ = 0.5 the same ratio is 0.72617, and the program asserts that it differs from 1. This shows that the operator is not covariant. It does not exclude that a single state of some other potential has the symmetry. An example is u = e^(−αr) − e^(−βr) with β > α, for which u″/2 = α²u/2 − (β²−α²)e^(−βr)/2. It is the nodeless state, with E = −α²/2, of the Hulthén potential V = −½(β²−α²)/(e^((β−α)r) − 1). By I0 its transform is proportional to 1/[(p²+α²)(p²+β²)], and for b² = αβ one has p̄² + α² = α²(β² + p²)/p² and p̄² + β² = β²(α² + p²)/p², so (11) holds with radius √(αβ), which is not √(−2E). What is special to the Coulomb problem is that the symmetry belongs to the equation and so to every bound state.

## 5. Fock's sphere

Equation (11) leaves the sign open and says nothing about the number of nodes. Both are settled by mapping momentum space on the unit sphere S³ in four dimensions, through ξ = (𝛏, ξ4) with

𝛏 = 2p0𝐩/D,  ξ4 = (p0² − p²)/D.  (12)

The point lies on the sphere because 4p0²p² + (p0²−p²)² = D². Set ξ4 = x = cos χ and |𝛏| = sin χ with 0 ≤ χ ≤ π. Then 1 − x = 2p²/D and 1 + x = 2p0²/D, so

t ≡ p/p0 = √[(1−x)/(1+x)] = tan(χ/2),  D = 2p0²/(1+x).  (13)

The origin is the pole x = 1, infinity is the pole x = −1, and p = p0 is the equator. The inversion t → 1/t is x → −x, χ → π − χ, with sin χ and the direction p̂ unchanged: it is the reflection (𝛏, ξ4) → (𝛏, −ξ4) in the equatorial hyperplane.

For the chord between two points,

|ξ−ξ′|² = 2 − 2ξ·ξ′ = 2[DD′ − (p0²−p²)(p0²−p′²) − 4p0²𝐩·𝐩′]/DD′.

Multiplying out, DD′ − (p0²−p²)(p0²−p′²) = 2p0²(p² + p′²), and

|ξ−ξ′|² = 4p0² |𝐩−𝐩′|²/(DD′).  (14)

For neighbouring points all lengths are scaled by 2p0/D, so the volume element of the sphere is dΩ₃ = (2p0/D)³ d³p; in angles it is sin²χ dχ dΩ, with total 2π². Insert both in (6):

Dφ = (Z/π²) ∫ dΩ₃′ (D′/2p0)³ φ′ · 4p0²/(DD′|ξ−ξ′|²) = (Z/2π²p0 D) ∫ dΩ₃′ D′²φ′/|ξ−ξ′|².

With Ψ(ξ) = D²φ(𝐩),

Ψ(ξ) = (Z/2π²p0) ∫ Ψ(ξ′) |ξ−ξ′|⁻² dΩ₃′.  (15)

The kernel depends only on the chord, so (15) is invariant under all rotations and reflections of the sphere. The transformation (9) is the reflection: by (4), Ψ at the reflected point is D(p̄)²φ(𝐩̄) = D²(p0/p)⁴φ(𝐩̄) = D²φ̃(𝐩). Check on the simple cases: (2) gives Ψ constant, even under the reflection; (5) gives Ψ proportional to ξ4, odd. The program asserts |ξ| = 1, the reflection property, (14) and the volume factor, the last by finite differences.

## 6. Solutions on the sphere

Let H_k be a homogeneous polynomial of degree k in four variables with ∇²H_k = 0, and ρ the four-dimensional radius. The eigenvalue of the kernel on H_k follows from electrostatics in four dimensions. The radial Laplacian is ∂²/∂ρ² + (3/ρ)∂/∂ρ, which takes ρ^s to s(s+2)ρ^(s−2). So ρ⁻² is harmonic away from the origin, and its outward flux is (−2/ρ³)(2π²ρ³) = −4π², which means ∇²ρ⁻² = −4π²δ. The function

W(y) = ∫ H_k(ξ′) |y−ξ′|⁻² dΩ₃′

therefore solves ∇²W = −4π²H_k δ(ρ−1) and vanishes at infinity. It is continuous across the sphere, since an inverse-square singularity is integrable on a three-dimensional surface. Write H_k = ρ^k h(angles). Harmonicity says that h has eigenvalue −k(k+2) under the angular Laplacian, and s(s+2) = k(k+2) has the roots s = k and s = −k−2. The trial function equal to cρ^k h inside and cρ^(−k−2)h outside is harmonic on both sides, continuous and decaying; its radial derivative jumps by c(−k−2−k)h. The jump equals −4π²h for c = 2π²/(k+1). The difference between W and this trial function is harmonic everywhere and vanishes at infinity, hence is zero by the maximum principle. On the sphere

∫ H_k(ξ′) |ξ−ξ′|⁻² dΩ₃′ = [2π²/(k+1)] H_k(ξ).  (16)

Check at k = 0: with ω the angle from ξ, |ξ−ξ′|² = 2 − 2cos ω, dΩ₃ = 4π sin²ω dω, and sin²ω/(2−2cos ω) = (1+cos ω)/2, so the integral is 2π∫(1+cos ω)dω = 2π². The program asserts (16) by quadrature for k = 0 to 5 on U_k(cos ω) = sin((k+1)ω)/sin ω, evaluated at the pole, where U_k = k+1. Entry 8 shows that these are the harmonics with l = 0.

The harmonics exhaust the solutions. On homogeneous polynomials of degree k define the scalar product (P, Q) = P(∂)Q∗, under which distinct monomials are orthogonal with positive norm. Then (ρ²A, B) = (A, ∇²B), so the orthogonal complement of the multiples of ρ² consists of the harmonic polynomials: P_k = H_k + ρ²P_(k−2). Repeating the step, any polynomial of degree at most k is, on the sphere, a sum of harmonics of degree at most k. The same holds in three dimensions and is used in entry 8. Polynomials are dense among functions on the sphere by the Stone–Weierstrass theorem, so the harmonics are complete. Harmonics of different degree are orthogonal, being eigenfunctions of a symmetric kernel with the distinct eigenvalues (16). A bound state is square integrable on the sphere, since

∫|Ψ|²dΩ₃ = 8p0³ ∫ D|φ|² d³p = 8p0³(⟨p²⟩ + p0²) = 16 p0⁵,

the last step holding by the virial result. Projecting (15) on H_k gives (H_k, Ψ)[1 − Z/p0(k+1)] = 0. So Ψ vanishes unless p0 = Z/n for an integer n ≥ 1, and then Ψ is a harmonic of degree k = n−1.

Check on the spectrum: E = −Z²/2n². The number of independent H_k is the number of monomials of degree k minus that of degree k−2, (k+3)(k+2)(k+1)/6 − (k+1)k(k−1)/6 = (k+1)(6k+6)/6 = n², the degeneracy of the shell.

## 7. The sign, and the form that holds in the whole shell

A homogeneous polynomial of degree n−1 obeys Ψ(−ξ) = (−1)^(n−1)Ψ(ξ). The reflected point (𝛏, −ξ4) is the antipode of (−𝛏, ξ4), and (−𝛏, ξ4) is the image of −𝐩. Hence Ψ(𝛏, −ξ4) = (−1)^(n−1)Ψ(−𝛏, ξ4), which by entry 5 reads D²φ̃(𝐩) = (−1)^(n−1)D²φ(−𝐩), or

φ(p0²𝐩/p²) = (−1)^(n−1) (p/p0)⁴ φ(−𝐩)  (17)

for every state of shell n, whatever its mixture of l and m. Inside one shell the inversion is ordinary parity up to the sign (−1)^(n−1). For definite l, Y_lm(−p̂) = (−1)^l Y_lm(p̂), and with N = n − l − 1

F_nl(p0²/p) = (−1)^N (p/p0)⁴ F_nl(p).  (18)

Check: 1s has N = 0 and 2s has N = 1, the signs found in entries 1 and 2. The program asserts (18) at three momenta for all states with n ≤ 5 at Z = 1 and for n = 3 at Z = 3, on functions built without the sphere: it verifies that the position functions solve the radial equation, transforms them exactly by the −d/da method, and compares the transform with direct quadrature of (1).

The minus sign in the argument of φ matters when both parities are present. The shell n = 2 has Ψ linear in ξ. Take Ψ = αξ4 + βξ3 with real α and β, a superposition of 2s and 2p with m = 0 (in position space the relative phase is i, because of (−i)^l). Its nodal surface is α(p0² − p²) + 2βp0p_z = 0, a sphere centred on the z axis away from the origin. It cuts the axis where p_z² − 2(β/α)p0p_z − p0² = 0, at two points whose product is −p0². The partner of a node at 𝐩 is −p0²𝐩/p², on the opposite side of the origin. The program asserts (17) for an n = 3 state with random complex weights on l = 0, 1, 2, and asserts that the relation fails if −𝐩 is replaced by 𝐩.

The inversion p → p0²/p is a symmetry of the momentum-space Coulomb equation, and within shell n it acts as ordinary parity up to the sign (−1)^(n−1), which gives (18) for states of definite l. What remains is to draw the consequences for nodes and moments, to see where the relations fail, and to work through hydrogen 4s and 4p.
